\section*{Thornton's magnetron voltage from secondary-electron replacement}

\section{A number to explain}

In the magnetron model worked out below, the discharge just sustains itself at $506$~V. An electron that leaves the cathode and escapes recapture then has $506$~eV to spend, and it must make $15.87$ ions to secure its own replacement. The price is therefore $506/15.87\approx31.9$~eV per ion, although removing an electron from a gas atom costs only $16$~eV in this model. Where does the other half of the energy go, and why are about sixteen ions needed?

I start with a perfect magnetic trap and add the losses one at a time. Energies are in eV and potentials in volts; $e>0$ is the elementary charge, so an energy $W$ in eV corresponds to a potential $W/e$ with the same number in volts. All yields are averages over many particles.

\section{The simple case: nothing is lost}

An ion striking the cathode releases on average $\gamma$ secondary electrons. Suppose first that:
\begin{itemize}
\item the whole discharge voltage $V$ falls across the cathode sheath, the thin layer of strong field in front of the target;
\item no ions are made inside the sheath, so each secondary enters the plasma with energy $eV$;
\item the plasma electrons have no other source of energy;
\item every secondary spends all its energy in the trap, and every ion returns to the cathode.
\end{itemize}
Let $W$ be the mean energy spent per ion made. One secondary makes $eV/W$ ions, and these release $\gamma eV/W$ new secondaries. Replacement requires this number to be one:
\begin{equation}
\gamma\,\frac{eV}{W}=1
\quad\Longrightarrow\quad
V=\frac{W}{e\gamma}.
\end{equation}
With $\gamma=0.100$ and $W=28.80$~eV this gives $288$~V. As $\gamma\to0$ the voltage diverges, as it must when secondaries are the sole source of ionization. A second source of ionization, admitted below, will weaken this dependence on $\gamma$.

\section{What an ion costs}

The value of $W$ needs an explanation, since it exceeds the ionization energy $I$. Follow an electron of initial energy $E$ and all its descendants in a trap without escape. Let $N_0$ be the mean number of ions made, $N_x$ the mean number of excitations, each costing $X$, and $R$ the total energy left in electrons too slow to ionize. Energy conservation reads
\begin{equation}
E=I N_0+X N_x+R .
\end{equation}
Division by $N_0$ gives the cost per ion,
\begin{equation}
W\equiv\frac{E}{N_0}=I+X\frac{N_x}{N_0}+\frac{R}{N_0}.
\label{eq:cost}
\end{equation}
The kinetic energy given to a newly freed electron is not a separate loss. That electron belongs to the cascade, and its energy appears in the three terms when it is spent or left over.

For numbers I use a simplified argon-like cascade with $I=16$~eV and $X=12$~eV. An inelastic collision at energy $E\geq I$ ionizes with probability
\begin{equation}
b(E)=0.80\,\frac{E-I}{E-I+10\ \mathrm{eV}},
\end{equation}
and otherwise excites. In an ionization, the slower outgoing electron has energy $w$ between zero and $(E-I)/2$, with weight proportional to $1/[w^2+(10\ \mathrm{eV})^2]$; the faster one keeps $E-I-w$. Electrons below $I$ are no longer followed, and their energy is counted in $R$. These laws are model choices, not measured cross sections, and elastic losses are left out. The numbers below are computed with energies on a $1$~eV grid; a grid of $0.25$~eV raises $W$ by about $0.7\%$, and continuous energies raise it by about $0.9\%$, to $29.07$~eV. The threshold of $506$~V then moves to about $510$~V, so the last digits quoted below belong to the grid.

At $E=1000$~eV the terms of Eq.~\eqref{eq:cost} are
\begin{equation}
W=16+6.53+6.28\approx28.8\ \mathrm{eV}.
\end{equation}
There are thus $6.53/12\approx0.54$ excitations per ion. The cascade makes $1000/28.80\approx34.7$ ions and ends with $35.7$ slow electrons, one per ion plus the original. Each keeps on average $6.28\times34.7/35.7\approx6.1$~eV. Most of the gap between $16$ and $31.9$~eV is now accounted for.

\paragraph{Limit: a slower electron.} If $W$ were constant, $N_0$ would be proportional to $E$. That fails near threshold: at $E=I$ the model has $b=0$ and makes no ions. At $300$~eV the cost is $30.06$~eV, which is $4.4\%$ above the value at $1000$~eV. Part of the rise comes from the original electron's own residual energy, shared among fewer ions. Followed as the faster electron after each ionization, it ends with $8.9$~eV on average at both energies, more than the $6.1$~eV mean of all slow electrons, and contributes
\begin{equation}
8.9\left(\frac{30.06}{300}-\frac{28.80}{1000}\right)\approx0.6\ \mathrm{eV}
\end{equation}
of the $1.26$~eV difference. The other electrons leave slightly less per ion at $300$~eV, so the residual term of Eq.~\eqref{eq:cost} rises by $0.47$~eV in all. The excitation term supplies the remaining $0.79$~eV; it comes from the smaller ionizing share $b(E)$ at low energy and vanishes if $b$ is made constant. Below, $W$ is held at $28.80$~eV, an approximation for fast electrons.

\section{First generalization: recapture and lost ions}

Some secondaries are turned back by the magnetic field and absorbed by the cathode before doing useful work. If a fraction $f$ avoids this fate, the effective yield is
\begin{equation}
\gamma_{\rm eff}=f\gamma=0.700\times0.100=0.0700 .
\end{equation}
An effectively emitted electron is one counted by $\gamma_{\rm eff}$. Recapture is charged here and nowhere else; charging it again as an energy loss would count it twice.

Not every ion reaches the cathode either. Let $\varepsilon_i$ be the fraction that does. If an effective electron makes $N$ ions, then $\varepsilon_iN$ return and release $\gamma_{\rm eff}\varepsilon_iN$ effective electrons. Replacement means
\begin{equation}
\gamma_{\rm eff}\,\varepsilon_i\,N=1
\quad\Longrightarrow\quad
N=\frac{1}{\gamma_{\rm eff}\varepsilon_i}.
\label{eq:replacement}
\end{equation}
For $\varepsilon_i=0.900$ this is $1/(0.0700\times0.900)=15.87$, the number in the opening question. It depends on the surface yield, on recapture and on the collection of ions, not on the cost of ionization.

While all the electron energy is still used, $N=eV/W$. Recapture alone raises the voltage from $288$ to $28.80/0.0700\approx411$~V, and ion loss raises it further to $411/0.900\approx457$~V. Setting $f=\varepsilon_i=1$ recovers the simple case.

\section{Second generalization: electrons leave with energy}

Fast electrons also leak out of the trap. Let $L(E)$ be the mean energy carried away, per initial electron of energy $E$, by all members of its cascade that leave while still able to ionize. The energy-use efficiency is
\begin{equation}
\varepsilon_e(E)=1-\frac{L(E)}{E}.
\end{equation}
Energy left in slow electrons is excluded from $L$ because $W$ already includes it.

To connect $\varepsilon_e$ with the number of ions, imagine that each escaping electron, of energy $E_j$, is put back into a perfect trap. It would make another $N_0(E_j)$ ions on average, and the completed cascade would have the full yield $N_0(E)$. Hence
\begin{equation}
N(E)=N_0(E)-\Big\langle\sum_j N_0(E_j)\Big\rangle ,
\label{eq:escape}
\end{equation}
where the brackets average over cascades. Now use $N_0(E)\approx E/W$ for the initial electron and for those that escape:
\begin{align}
N(E)&\approx\frac{E}{W}-\frac{1}{W}\Big\langle\sum_jE_j\Big\rangle
=\frac{E-L(E)}{W}\\
&=\varepsilon_e(E)\,\frac{E}{W}.
\end{align}
Put $E=eV$ and insert this yield in Eq.~\eqref{eq:replacement}:
\begin{equation}
\gamma_{\rm eff}\,\varepsilon_i\,\varepsilon_e\,\frac{eV_{\min}}{W}=1
\quad\Longrightarrow\quad
\boxed{V_{\min}=\frac{W}{e\,\gamma_{\rm eff}\,\varepsilon_i\,\varepsilon_e}} .
\label{eq:thornton}
\end{equation}
This is Thornton's minimum voltage. When $\varepsilon_e$ depends on $V$, the right side must be evaluated at $V_{\min}$, so the relation is an implicit equation.

\paragraph{How the efficiency depends on voltage.} Suppose an electron leaves with a small probability $q$ before each inelastic collision, and would lose its energy in $n$ equal steps. After $j$ steps it retains the fraction $1-j/n$. For $qn\ll1$ its survival probability is close to one throughout, so the expected lost fraction is
\begin{align}
1-\varepsilon_e&\approx q\sum_{j=0}^{n-1}\left(1-\frac jn\right)
=q\left[n-\frac1n\,\frac{n(n-1)}2\right]\\
&=\frac{q(n+1)}2 .
\end{align}
At fixed energy loss per step, $n$ grows with $V$, and $\varepsilon_e$ falls. For $q\to0$ it tends to one.

The full cascade with $q=0.010$ gives $\varepsilon_e=0.9035$ at threshold, and therefore
\begin{equation}
V_{\min}=\frac{28.80}{0.0700\times0.900\times0.9035}\approx506\ \mathrm V .
\end{equation}
The opening price is now explained: $28.80/0.9035\approx31.9$~eV per ion, because about a tenth of the energy leaves unused.

\paragraph{Test without a constant cost.} Solving $\gamma_{\rm eff}\varepsilon_iN(V)=1$ with the actual cascade yield gives $513$~V. Equation~\eqref{eq:thornton} is $1.3\%$ below this root. Two errors oppose each other. The value of $W$ taken at $1000$~eV is too low for slower electrons, which lowers the predicted voltage. For escaping electrons not far above the ionization energy, however, $E_j/W$ exceeds $N_0(E_j)$, so the ions forfeited by slow escapers are overcounted, which raises it. Here the first error is the larger.

Three other cases, $(\gamma_{\rm eff}\varepsilon_i,q)=(0.05,0.01)$, $(0.12,0.02)$ and $(0.08,0)$, also agreed with their cascade roots to within $10\%$.

\section{Why it is a threshold}

The replacement condition describes a steady state. To see what happens on either side, count successive generations of ions. One generation multiplies their mean number by
\begin{equation}
K(V)=\gamma_{\rm eff}\,\varepsilon_i\,\varepsilon_e(V)\,\frac{eV}{W}.
\end{equation}
After $g$ generations the mean number has changed by $K^g$, if $V$ and the efficiencies stay fixed. It decays for $K<1$, is steady for $K=1$ and grows for $K>1$. In a real discharge, growth eventually changes the sheath, the gas and the supply voltage, so unlimited growth is not predicted.

This was tested by following individual collisions, emissions and ion losses, from $20\,000$ initial ions through four generations. The sampled $K$ is the fourth root of the total growth:
\begin{center}
\begin{tabular}{cccc}
$V$ (V) & $K$, formula & $K$, sampled & $\varepsilon_e$, sampled\\
405 & 0.813 & 0.809 & 0.920\\
506 & 1.000 & 0.997 & 0.902\\
607 & 1.181 & 1.201 & 0.889
\end{tabular}
\end{center}
The discharge decays below the threshold and grows above it. The largest discrepancy in $K$ is $1.7\%$ of the formula value. Sampling noise has a similar size: the first generation contains about $20\,000\times0.0700=1400$ effective electrons, whose number fluctuates by roughly $1/\sqrt{1400}\approx2.7\%$. Averaging the logarithm of the growth over four similar generations halves this to about $1.3\%$. This noise hides the formula's own bias. The mean cascade yield, free of sampling, gives $K=0.796$, $0.987$ and $1.174$, so the formula is high by $2.2\%$, $1.3\%$ and $0.65\%$, in line with the cascade root at $513$~V.

The table also gives the sensitivity to the surface. At fixed $W$ and $\varepsilon_i$, the threshold obeys $V\varepsilon_e(V)\propto1/\gamma_{\rm eff}$. Taking logarithmic differentials,
\begin{equation}
\left(1+\frac{d\ln\varepsilon_e}{d\ln V}\right)d\ln V=-\,d\ln\gamma_{\rm eff}.
\end{equation}
Between the outer rows the logarithmic slope of $\varepsilon_e$ is about $\ln(0.889/0.920)/\ln(607/405)\approx-0.08$. A small fractional drop in $\gamma_{\rm eff}$ thus raises the voltage by about $1/(1-0.08)\approx1.09$ times that fraction. With the actual cascade yield, in which the cost per ion also falls as $V$ rises, the factor is about $1.04$. If $\varepsilon_e$ fell as fast as $1/V$, the bracket would vanish: extra voltage would buy no extra ions, and a threshold might not exist. The present example is far from that failure.

\section{Third generalization: ohmic heating}

Since no efficiency exceeds one, Eq.~\eqref{eq:thornton} implies $V_{\min}\geq W/(e\gamma_{\rm eff})$, here $411$~V. This floor holds within the stated energy supply. It is not a bound on every magnetron, because the plasma outside the sheath can also carry an electric field.

Let a fraction $\delta$ of $V$ fall across an ionization region outside the sheath. Take the field and the ion production there to be uniform, and let the electrons released by ionization cross the rest of the region towards the anode. An electron born at fractional distance $s$ from the sheath edge gains $e\delta V(1-s)$. Its average gain is
\begin{equation}
e\delta V\int_0^1(1-s)\,ds=\frac{e\delta V}{2}.
\end{equation}
Let these heated electrons spend $W_h$ per ion. A secondary from the cathode still gains $eV$ in all: $(1-\delta)eV$ in the sheath and $\delta eV$ outside.

Start a generation with one newly made ion and the electron released with it. The ion leads to $\gamma_{\rm eff}\varepsilon_i$ effective secondaries, which make $\gamma_{\rm eff}\varepsilon_i\varepsilon_eeV/W$ ions. The released electron makes $e\delta V/(2W_h)$ more. A steady discharge needs one ion in total. At fixed $\varepsilon_e$ and $W$, the first contribution is $V/V_{\min}$, so
\begin{equation}
\frac{V}{V_{\min}}+\frac{e\delta V}{2W_h}=1
\quad\Longrightarrow\quad
V=\frac{V_{\min}}{1+e\delta V_{\min}/(2W_h)} .
\label{eq:ohmic}
\end{equation}
For $\delta=0.10$ and $W_h=50$~eV,
\begin{equation}
V=\frac{506}{1+0.10\times506/100}=\frac{506}{1.506}\approx336\ \mathrm V .
\end{equation}
Secondaries now make $336/506\approx66\%$ of the ions and ohmic heating the remaining third. Keeping the actual voltage-dependent cascade yield gives $337$~V. With this $W_h$, a modest field outside the sheath takes the discharge below the former floor. The value of $W_h$ is assumed, not derived from the cascade above, where the small $b(E)$ near threshold can make ions much dearer for such slow electrons. By Eq.~\eqref{eq:ohmic}, the voltage falls below $411$~V only if $W_h$ is less than about $110$~eV.

\paragraph{Two limits.} For $\delta\to0$, Eq.~\eqref{eq:ohmic} returns $V_{\min}$. For $\gamma_{\rm eff}\to0$ it tends to $2W_h/(e\delta)$, which is $1000$~V here, but this second limit is an artefact of imposing uniform production. Electrons that move only towards the anode make ions only downstream of their birth. Without new secondaries, each generation starts closer to the anode, has less voltage left to gain, and finally dies out.

To include this, let only the ions made by secondaries be uniform, and let a heated electron ionize in step with its energy gain. Write $a=e\delta V/W_h$. An ion made at $s$, together with all ions descending from its released electron, counts as $h(s)=1+a\int_s^1h(s')\,ds'$, so $h=e^{a(1-s)}$, with mean $(e^a-1)/a$. The steady condition $(V/V_{\min})(e^a-1)/a=1$ gives
\begin{equation}
V=\frac{W_h}{e\delta}\ln\left(1+\frac{e\delta V_{\min}}{W_h}\right),
\end{equation}
or $350$~V instead of $336$~V. The voltage still diverges as $\gamma_{\rm eff}\to0$, but only logarithmically. Equation~\eqref{eq:ohmic} is therefore useful while secondaries make a large share of the ions, as they do here.

\section{How much happens inside the sheath?}

The assumption of no ionization in the sheath can be sized from an electron's path. First find the sheath thickness $d$. Let $U(z)$ be the potential drop at distance $z$ from the plasma edge. Ions of mass $M$ start nearly at rest, do not collide and carry current density $J$; electron charge in the sheath is neglected. The ion charge density is $J/\sqrt{2eU/M}$, and Poisson's equation is
\begin{equation}
U''=C\,U^{-1/2},\qquad C=\frac{J}{\epsilon_0}\sqrt{\frac{M}{2e}} .
\end{equation}
Multiply by $U'$ and integrate with $U=U'=0$ at the plasma edge. This gives $U'^2/2=2CU^{1/2}$, or $U'=2C^{1/2}U^{1/4}$. A second integration gives $\tfrac43U^{3/4}=2C^{1/2}z$. Setting $U(d)=V$,
\begin{equation}
d^2=\frac{4V^{3/2}}{9C}
=\frac{4\epsilon_0}{9}\sqrt{\frac{2e}{M}}\,\frac{V^{3/2}}{J}.
\end{equation}
For argon ions at $20$~mA/cm$^2$ and $506$~V, $d=0.70$~mm.

Now let the magnetic field $B$ be uniform and parallel to the cathode, and let $x$ be the distance from the cathode. An electron of mass $m$ starts at rest. With the $y$ axis along its drift, $m\dot v_y=eB\dot x$ integrates to $v_y=\omega x$, where $\omega=eB/m$. Energy conservation gives $v_x^2=2e\phi(x)/m-\omega^2x^2$, with $\phi=V[1-(1-x/d)^{4/3}]$ in the sheath and $\phi=V$ beyond it. If the electron turns beyond the sheath, $v_x=0$ at
\begin{equation}
r=\frac1B\sqrt{\frac{2mV}{e}}=2.53\ \mathrm{mm}
\end{equation}
for $B=30$~mT. The path element is $(v/v_x)\,dx$, so the rising half of the arc has lengths
\begin{align}
\ell_{\rm in}&=\int_0^d\sqrt{\frac{\phi}{\phi-Vx^2/r^2}}\;dx,\\
\ell_{\rm out}&=\int_d^r\frac{dx}{\sqrt{1-x^2/r^2}}
=r\left(\frac\pi2-\arcsin\frac dr\right).
\end{align}
The sheath contains $\ell_{\rm in}/(\ell_{\rm in}+\ell_{\rm out})=18\%$ of the path. Direct integration of the equations of motion agreed with this share to within one percentage point.

If ionization were equally likely per unit length, about $18\%$ of first ionizing collisions would occur in the sheath. An electron freed there gains extra energy from the remaining potential drop, which lowers the required voltage. The $18\%$ is a path share, not a voltage correction: that would also need the collision positions and the later orbits.

This orbit also shows what has not been derived. Without a collision the electron returns to the cathode, and at $3$~mTorr and $400$~K, with a rough inelastic cross section of $2\times10^{-16}$~cm$^2$, its collision chance per full arc is $1.1\%$. The assumed $f=0.700$ cannot come from collisions on one such arc. Tilted field lines, reflection at the surface and repeated arcs may supply it; here $f$ is an input.

\section{Beside a real magnetron}

The inputs are rough values for an aluminium target sputtered in argon: a yield near $0.1$, a few mTorr, tens of mT and tens of mA/cm$^2$. Such sources commonly run at a few hundred volts, so both $506$ and $336$~V are of a reasonable size; this does not validate the model. The recapture fraction is poorly known. With $f=0.5$ and the other factors held fixed, Eq.~\eqref{eq:thornton} gives $506\times0.7/0.5\approx708$~V; letting $\varepsilon_e$ fall with voltage raises this to roughly $730$~V. Surface oxidation can change $\gamma$, and with it the threshold. Ohmic heating, which Eq.~\eqref{eq:thornton} neglects, can shift the voltage strongly: in the two estimates above, a $10\%$ drop outside the sheath removes $156$ to $170$~V, about one third of $V_{\min}$, for the chosen $W_h$. Equation~\eqref{eq:thornton} is thus a threshold for discharges fed by sheath-accelerated secondaries. Using it to infer $\gamma_{\rm eff}$ from a measured voltage requires evidence that the other energy supply is small. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Secondary yield gamma: 0.100 electrons/ion
Fraction escaping recapture: 0.700
Effective yield gamma_eff: 0.0700 electrons/ion
Ion-collection efficiency eps_i: 0.900
Trap escape chance per collision: 0.010
Model ionization energy: 16 eV
Model excitation energy: 12 eV
Daughter-energy scale: 10.0 eV
High-energy ionizing share: 0.80
Reference energy for W: 1000 eV
Energy per ion W: 28.80 eV
  part spent on excitation: 6.53 eV
  part left as residual energy: 6.28 eV
Energy per ion at 300 eV: 30.06 eV
Energy-use efficiency eps_e at V_min: 0.9035
Ions needed per effective electron: 15.87
Floor with perfect efficiencies: 411.5 V
V_min from efficiency formula: 506.0 V
V_min from full cascade yield: 512.7 V
Formula error from constant W: -1.31 %
Monte Carlo starting ions: 20000
Monte Carlo generations: 4
At 405 V: K formula 0.813, sampled 0.809, sampled eps_e 0.920
At 506 V: K formula 1.000, sampled 0.997, sampled eps_e 0.902
At 607 V: K formula 1.181, sampled 1.201, sampled eps_e 0.889
Ohmic voltage fraction: 0.10
Heated-electron cost W_h: 50.0 eV
Mean newborn share of ohmic drop: 0.500
Voltage with ohmic heating, formula: 336.0 V
Voltage with ohmic heating, cascade: 336.9 V
Ion current density: 20.0 mA/cm2
Magnetic field: 30.0 mT
Argon pressure: 3.0 mTorr
Gas temperature: 400 K
Inelastic cross section: 2.0e-16 cm2
Child sheath thickness: 0.702 mm
Electron orbit height: 2.528 mm
Orbit path share inside sheath: 18.0 %
Inelastic free path: 690 mm
Collision chance per full arc: 1.14 %
\end{verbatim}
